\section*{Three-electron Hylleraas integrals with odd pair powers: W functions, tail and acceleration, part 2}

In atomic units, with lengths in bohr, the problem is to compute
\begin{equation}
I=\int d^3r_1\,d^3r_2\,d^3r_3\;
r_1^{j_1}r_2^{j_2}r_3^{j_3}\,
r_{12}^{p_{12}}r_{23}^{p_{23}}r_{31}^{p_{31}}\,
e^{-\alpha_1r_1-\alpha_2r_2-\alpha_3r_3},
\label{eq:I}
\end{equation}
where $r_i$ is the distance of electron $i$ from the nucleus, $r_{ij}$ that between two electrons, $\alpha_i>0$, the integers $j_i\ge-1$, and the $p_{ij}\ge-1$ are odd. Put $\nu=q+\frac12$, $P=p_{12}+p_{23}+p_{31}$, $\sigma=\alpha_1+\alpha_2+\alpha_3$, $N=j_1+j_2+j_3+P+9$ and, for each pair power $p$, $h=(p+1)/2$.

Legendre expansion gives $I=\sum_{q=0}^\infty T(q)$. Here $T(q)$ is $(4\pi)^3/(2q+1)^2=16\pi^3/\nu^2$ times a sum over orderings $r_a<r_b<r_c$ and indices $k_{ij}=0,\dots,h_{ij}$ of three pair coefficients $C$ (for $p=-1$, $C=1$) times $W(l,m,n;\alpha_a,\alpha_b,\alpha_c)$, with
\begin{equation}
\begin{aligned}
l&=j_a+2+2q+2k_{ab}+2k_{ac},\\
m&=j_b+2+p_{ab}-2k_{ab}+2k_{bc},\\
n&=j_c+2+p_{bc}+p_{ac}-2q-2k_{bc}-2k_{ac}.
\end{aligned}
\label{eq:lmn}
\end{equation}
\begin{equation}
\begin{split}
W(l,m,n;\beta_1,\beta_2,\beta_3)=
\int_0^\infty\!dz\,z^ne^{-\beta_3z}
\int_0^z\!dy\,y^me^{-\beta_2y}
\int_0^y\!dx\,x^le^{-\beta_1x}.
\end{split}
\label{eq:W}
\end{equation}
$W$ is computed from a convergent series of positive terms.

The $q$th multipole component of $r_{12}^p$ is $(r_1r_2)^{p/2}F_p(\nu,t)$, with $t=|\ln(r_1/r_2)|$, $D_h=\Gamma(\frac32)/\Gamma(\frac12-h)$ and, for $\nu>h$,
\begin{equation}
F_p(\nu,t)=\frac{2\nu D_h}{h!}\,e^{-\nu t}
\int_0^\infty e^{-\nu w}
\big[4\sinh\tfrac w2\,\sinh(\tfrac w2+t)\big]^hdw .
\label{eq:F}
\end{equation}
Its sign is $(-1)^h$, so for $\nu$ above all three $h$ the radial integrands of $T(q)$ have one fixed sign. With $t=u/\nu$ at fixed $u$,
\begin{equation}
F_p\sim\nu^{-(p+1)}\big[g_p(u)+O(\nu^{-2})\big],
\label{eq:Feven}
\end{equation}
with only even further corrections in $1/\nu$, and
\begin{equation}
g_p(u)=\frac{2D_h}{h!}\,e^{-u}\sum_{i=0}^h\binom hi(2u)^i(2h-i)! .
\label{eq:g}
\end{equation}
\begin{equation}
g_{-1}=e^{-u},\qquad g_1=-(1+u)e^{-u}.
\label{eq:g11}
\end{equation}

The tail law, stated earlier and still to be derived, is
\begin{equation}
T(q)\sim\nu^{-(P+7)}\Big(A_0+\frac{A_1}{\nu^2}+\frac{A_2}{\nu^4}+\dots\Big),
\qquad A_0=16\pi^3\,G\,\frac{(N-1)!}{\sigma^N},
\label{eq:tail}
\end{equation}
where $G$ depends on the pair powers alone. With terms computed up to $q=Q$ and $M$ fitted coefficients $A_m$, it leads to
\begin{equation}
I\simeq\sum_{q=0}^{Q}T(q)+\sum_{m=0}^{M-1}A_m\,
\zeta\!\left(P+7+2m,\,Q+\tfrac32\right).
\label{eq:accel}
\end{equation}

\subsection{Reduction to two gaps}

Write $r_i=e^{\tau_i}$, $d_2=\tau_2-\tau_1$ and $d_3=\tau_3-\tau_1$. Each radius enters with $r_i^{j_i+2}dr_i=e^{(j_i+3)\tau_i}d\tau_i$ and with half of the pair powers that contain it, so its total power is
\begin{equation}
\kappa_1=j_1+3+\tfrac12(p_{12}+p_{31}),
\label{eq:kappa}
\end{equation}
and cyclically for the others. These numbers are at least $1$, and their sum is $N$. The kernels depend on the gaps alone, so $\tau_1$ can be integrated at once with $\int_0^\infty r^{N-1}e^{-Ar}dr=(N-1)!/A^N$:
\begin{equation}
T(q)=\frac{16\pi^3}{\nu^2}\int\!\!\int dd_2\,dd_3\,H(d_2,d_3)\,
F_{p_{12}}(|d_2|)\,F_{p_{23}}(|d_2-d_3|)\,F_{p_{31}}(|d_3|),
\label{eq:gaps}
\end{equation}
\begin{equation}
H(d_2,d_3)=(N-1)!\;
\frac{e^{\kappa_2d_2+\kappa_3d_3}}
{(\alpha_1+\alpha_2e^{d_2}+\alpha_3e^{d_3})^N} .
\label{eq:H}
\end{equation}
The function $H$ is smooth and bounded. Indeed, each exponential in its numerator is at most a constant times a power of the denominator, and $\kappa_2+\kappa_3<N$.

Now put $d_2=u/\nu$ and $d_3=v/\nu$, where $u$ and $v$ take both signs. Configurations with a gap larger than a fixed $\delta$ contribute an amount exponentially small in $\nu$. In the rest, $H$ may be expanded:
\begin{equation}
H\Big(\frac u\nu,\frac v\nu\Big)\sim\sum_{s\ge0}\frac1{s!\,\nu^s}
\big(u\,\partial_2+v\,\partial_3\big)^sH\Big|_{0} .
\label{eq:Taylor}
\end{equation}
The kernels depend on $|u|$, $|v|$ and $|u-v|$, and do not change under $(u,v)\to(-u,-v)$. Terms with odd $s$ change sign and integrate to zero. Since the kernels themselves bring in even corrections by \eqref{eq:Feven}, the whole expansion is even.

The leading power is a sum of three parts: $\nu^{-2}$ from the angles, $\nu^{-(P+3)}$ from the three kernels, and $\nu^{-2}$ from $dd_2\,dd_3=du\,dv/\nu^2$. This gives $\nu^{-(P+7)}$. With $H(0,0)=(N-1)!/\sigma^N$ the amplitude is that of \eqref{eq:tail}, where
\begin{equation}
G=\int\!\!\int_{\mathbb R^2}du\,dv\;
g_{p_{12}}(|u|)\,g_{p_{23}}(|u-v|)\,g_{p_{31}}(|v|).
\label{eq:G}
\end{equation}
The integrand has one sign, so $G$ cannot vanish and the exponent $P+7$ is the true one. Physically, the tail comes from shells in which all three electrons have nearly the same radius. The exponents $\alpha_i$ set its strength but not its power.

\subsection{The number G}

Let $s$ and $t$ be the two adjacent gaps of an ordering; the outer pair then has the gap $s+t$. Reversing the order of the electrons gives the same contribution. Thus $G$ is twice the sum, over the choice of the middle electron $b$, of
\begin{equation}
\int_0^\infty\!\!\int_0^\infty ds\,dt\;g_{p_{ab}}(s)\,g_{p_{bc}}(t)\,g_{p_{ac}}(s+t).
\label{eq:Gorder}
\end{equation}
By \eqref{eq:g11}, the exponentials combine to $e^{-2(s+t)}$. Denote by $\langle f\rangle=\int_0^\infty f(s)e^{-2s}ds$ the one-gap integrals
\begin{equation*}
\langle1\rangle=\tfrac12,\quad\langle s\rangle=\tfrac14,\quad
\langle1+s\rangle=\tfrac34,\quad\langle(1+s)^2\rangle=\tfrac54 .
\end{equation*}

For powers $(-1,-1,-1)$, each middle electron gives $\frac12\cdot\frac12=\frac14$, and $G=2\cdot3\cdot\frac14=\frac32$.

For $(-1,1,1)$, the two minus signs cancel. With electron 3 in the middle, the outer pair is the one with power $-1$, and the integral is $\frac34\cdot\frac34=\frac9{16}$. With electron 1 or 2 in the middle, the polynomial is $(1+t)(1+s+t)=(1+t)^2+s(1+t)$, which gives $\frac12\cdot\frac54+\frac14\cdot\frac34=\frac{13}{16}$. Hence $G=2(\frac9{16}+\frac{26}{16})=\frac{35}8$.

For $(1,1,1)$, use
\begin{equation*}
(1+s)(1+t)(1+s+t)=(1+s)^2(1+t)+(1+s)(1+t)^2-(1+s)(1+t).
\end{equation*}
Its integral is $2\cdot\frac54\cdot\frac34-\frac9{16}=\frac{21}{16}$. With the overall minus sign, $G=-6\cdot\frac{21}{16}=-\frac{63}8$.

\subsection{Summing the tail}

If \eqref{eq:tail} is summed over $q>Q$, each power becomes a Hurwitz zeta function, $\zeta(s,x)=\sum_{i\ge0}(i+x)^{-s}$ with $x=Q+\frac32$. This is \eqref{eq:accel}. The coefficients come from the last $M$ computed terms:
\begin{equation}
\nu^{P+7}\,T(q)=\sum_{m=0}^{M-1}A_m\nu^{-2m},
\qquad q=Q-M+1,\dots,Q .
\label{eq:fit}
\end{equation}
In the variable $y=\nu^{-2}$ this is polynomial interpolation, used to extrapolate towards $y=0$. The first neglected term $A_My^M$ leaves the error $A_M\prod_i(y-y_i)$, where $y_i$ are the nodes. For $q>Q$ each factor is smaller in size than $y_i=O(Q^{-2})$. Weighting with $\nu^{-(P+7)}$ and summing over $q>Q$ gives
\begin{equation}
\text{remaining error}=O\big(Q^{-(P+6+2M)}\big)
\qquad(M\text{ fixed},\ Q\to\infty).
\label{eq:error}
\end{equation}
The plain sum corresponds to $M=0$. Each fitted coefficient thus gains two powers of $Q$. At fixed $Q$, however, $M$ cannot be raised without limit: the expansion may diverge, the nodes reach down to small $q$, and the linear system magnifies rounding errors in $T(q)$.

\subsection{An independent value for the slowest case}

When all six powers are $-1$, the coefficients $C$ equal $1$, and \eqref{eq:lmn} gives $l=2q+1$, $m=0$, $n=-2q-1$. The sum over $q$ can then be done before the radial integrals:
\begin{equation}
\sum_{q=0}^\infty\frac{(x/z)^{2q+1}}{(2q+1)^2}=\chi_2(x/z),
\qquad\chi_2(s)=\tfrac12\big[\mathrm{Li}_2(s)-\mathrm{Li}_2(-s)\big],
\end{equation}
where $\mathrm{Li}_2$ is the dilogarithm. In one ordering write $x=zs$ and call the exponents $\beta_1,\beta_2,\beta_3$. The middle integral is $(e^{-\beta_2zs}-e^{-\beta_2z})/\beta_2$, and $\int_0^\infty z\,e^{-Az}dz=1/A^2$. Summing over the six assignments of the exponents,
\begin{equation}
\begin{split}
I=(4\pi)^3\sum_{\text{perm}}\int_0^1ds\,\frac{\chi_2(s)}{\beta_2}
\Big[&\frac1{\big((\beta_1+\beta_2)s+\beta_3\big)^2}\\
&-\frac1{(\beta_1s+\beta_2+\beta_3)^2}\Big].
\end{split}
\label{eq:ref}
\end{equation}
This uses neither the series for $W$ nor any assumption about the tail.

\subsection{Worked example}

Take $\alpha_1=3$, $\alpha_2=2$, $\alpha_3=1$ bohr$^{-1}$, so that $\sigma=6$ bohr$^{-1}$. These are round model values.

\paragraph{All powers equal to $-1$.} Here $P=-3$ and $N=3$, and \eqref{eq:tail} gives
\begin{equation*}
A_0=16\pi^3\cdot\frac32\cdot\frac{2!}{6^3}=\frac{2\pi^3}9=6.89028\ \text{bohr}^3 .
\end{equation*}
The value fitted to the computed terms agrees to all twelve printed digits. The first term, $T(0)=61.2254$ bohr$^3$, carries most of the integral, but $T(20)$ is still $3.90\times10^{-5}$ bohr$^3$. Equation \eqref{eq:ref} gives
\begin{equation*}
I=62.69526591711636\ \text{bohr}^3,
\end{equation*}
rounded from an evaluation with 32 working digits; the errors below are relative to the unrounded value. The plain sum to $Q=20$ is $62.6950182875$ bohr$^3$, with an error of $3.95\times10^{-6}$. The fit improves it as follows.
\begin{center}
\begin{tabular}{ccc}
$M$ & error, $Q=10$ & error, $Q=20$\\
1 & $3.1\times10^{-8}$ & $1.1\times10^{-9}$\\
2 & $1.1\times10^{-10}$ & $8.9\times10^{-13}$\\
4 & $1.9\times10^{-14}$ & $5.5\times10^{-18}$\\
6 & $7.0\times10^{-17}$ & $2.3\times10^{-22}$
\end{tabular}
\end{center}
By the leading law, the plain sum leaves about $A_0/(3Q^3)$. To match the entry for $M=4$, $Q=10$, it would need $Q\approx1.3\times10^4$.

Doubling $Q$ reduces the error by factors of 28 and 125 for $M=1$ and $2$, near the $2^5=32$ and $2^7=128$ of \eqref{eq:error}. For $M=6$ the factor is $3\times10^5$, well above $2^{15}\approx3\times10^4$. The estimate \eqref{eq:error} treats every node as of order $Q$, but the nodes are $\nu=5.5,\dots,10.5$ for $Q=10$ and $\nu=15.5,\dots,20.5$ for $Q=20$. The product $\prod_iy_i$ therefore falls by $2.1\times10^4$ instead of $2^{12}\approx4\times10^3$, which accounts for a factor of about five of the roughly ninefold excess. The whole first neglected term, $\sum_{q>Q}\nu^{-4}\prod_i(y-y_i)$ with the actual nodes, gives a factor of $6.7$; what remains lies beyond that term.

The first correction can be checked by hand, because $F_{-1}=e^{-\nu t}$ has no corrections of its own. Only $s=2$ in \eqref{eq:Taylor} contributes. With $\kappa_i=1$, $N=3$ and $\alpha_i/\sigma=\frac12,\frac13,\frac16$, differentiation of \eqref{eq:H} at zero gap gives
\begin{equation*}
\frac{\partial_2^2H}{H}=-\frac23,\qquad
\frac{\partial_3^2H}{H}=-\frac16,\qquad
\frac{\partial_2\partial_3H}{H}=\frac16 .
\end{equation*}
Averages are taken with the weight $e^{-|u|-|v|-|u-v|}$. A pair has mean square gap $\frac12$ when adjacent and $\frac32$ when outer, and it is adjacent in two thirds of the orderings. Hence $\overline{u^2}=\overline{v^2}=\overline{(u-v)^2}=\frac56$ and $\overline{uv}=\frac5{12}$. Therefore
\begin{equation*}
\frac{A_1}{A_0}=\frac12\cdot\frac56\Big(-\frac23-\frac16\Big)
+\frac5{12}\cdot\frac16=-\frac5{18}.
\end{equation*}
The leading law should thus slightly overestimate the tail. Beyond $Q=20$ the ratio of true to leading tail is $1-\frac5{18}\,\zeta(6,21.5)/\zeta(4,21.5)\approx0.99962$, and the numerical ratio is $0.999623$.

The origin $q+\frac12$ matters. With $M=4$ and $Q=20$, even powers of $1/(q+1)$ leave an error of $6.0\times10^{-9}$, because re-expansion about $q+1$ creates odd powers. Consecutive powers of $1/(q+\frac12)$ leave $1.6\times10^{-13}$, since two of the four coefficients are spent on terms that are absent.

\paragraph{Powers $(-1,1,1)$ and $(1,1,1)$, with $j_i=0$.} The amplitudes are
\begin{equation*}
\begin{aligned}
16\pi^3\cdot\tfrac{35}8\cdot\frac{9!}{6^{10}}&=13.0256\ \text{bohr}^{10},\\
-16\pi^3\cdot\tfrac{63}8\cdot\frac{11!}{6^{12}}&=-71.6409\ \text{bohr}^{12},
\end{aligned}
\end{equation*}
and the fits confirm them to better than one part in $10^9$. Between $q=10$ and $20$ the mean logarithmic slopes are $8.05$ and $10.05$, against limits of $8$ and $10$. The accelerated integrals are
\begin{equation*}
715.045288869234\ \text{bohr}^{10},\qquad
1905.24065485579\ \text{bohr}^{12}.
\end{equation*}
In the last case $T(0)=1914.34$ bohr$^{12}$ exceeds the total and $T(1)=-9.08$ bohr$^{12}$ is negative, as the sign rule after \eqref{eq:F} requires for $\nu>1$.

Here the plain sums at $Q=10$ are already good to $1.4\times10^{-10}$ and $1.8\times10^{-12}$, relative to the accelerated values, so acceleration matters only when more digits are wanted. A direct four-dimensional quadrature without any Legendre series, in which the overall scale and one azimuth are integrated analytically, agrees to $6.5\times10^{-8}$ and $2.1\times10^{-7}$. It supports the reduction itself, at its own lower accuracy. The full set of values is in the numerical output.

\section*{Computed values}
\begin{verbatim}
W(13,2,-9;3,2,1) = 4.23466744275e-5 bohr^9
exponents a1,a2,a3 = (3, 2, 1) bohr^-1
CASE r_i powers (-1, -1, -1), r_ij powers (-1, -1, -1), unit bohr^3
 tail power P+7 = 4 ; measured q=10..20: 3.99723
 G = 1.50000000 ; A0 closed = 6.89028370673 bohr^3
 A0 fitted = 6.89028370673 bohr^3
 T(0), T(1) = 61.2254199157 1.2213420408
 T(10), T(20) = 0.00056544349 3.8988349e-5
 partial sum Q=10: 62.6935497518258705
 partial sum Q=20: 62.6950182875430236
 accelerated Q=10, M=4: 62.6952659171151906
 accelerated Q=20, M=6: 62.6952659171163552
 relative error Q=10 plain, accelerated: 2.74e-5 1.86e-14
CASE r_i powers (0, 0, 0), r_ij powers (-1, 1, 1), unit bohr^10
 tail power P+7 = 8 ; measured q=10..20: 8.05207
 G = 4.37500000 ; A0 closed = 13.0256134888 bohr^10
 A0 fitted = 13.0256134889 bohr^10
 T(0), T(1) = 711.805749952 3.22074512476
 T(10), T(20) = 9.2433339e-8 4.2284738e-10
 partial sum Q=10: 715.045288772382609
 partial sum Q=20: 715.045288868196848
 accelerated Q=10, M=4: 715.045288869234081
 accelerated Q=20, M=6: 715.045288869234087
 relative error Q=10 plain, accelerated: 1.35e-10 9.41e-18
 direct 4D quadrature: 715.045243 ; relative difference 6.5e-08
CASE r_i powers (0, 0, 0), r_ij powers (1, 1, 1), unit bohr^12
 tail power P+7 = 10 ; measured q=10..20: 10.0498
 G = -7.87500000 ; A0 closed = -71.6408741885 bohr^12
 A0 fitted = -71.6408741905 bohr^12
 T(0), T(1) = 1914.3377675 -9.08152687425
 T(10), T(20) = -4.6021188e-9 -5.5314233e-12
 partial sum Q=10: 1905.24065485917687
 partial sum Q=20: 1905.24065485580109
 accelerated Q=10, M=4: 1905.24065485579106
 accelerated Q=20, M=6: 1905.24065485579106
 relative error Q=10 plain, accelerated: 1.78e-12 5.27e-20
 direct 4D quadrature: 1905.24026 ; relative difference 2.1e-07
REFERENCE for powers all -1: 62.6952659171163551798 bohr^3
 relative error, plain sum Q=20: 3.95e-6
 missing tail / leading-law tail: 0.99962301
 relative error M=1, Q=10 and Q=20: 3.13e-8 1.12e-9
 relative error M=2, Q=10 and Q=20: 1.11e-10 8.93e-13
 relative error M=3, Q=10 and Q=20: 9.09e-13 1.48e-15
 relative error M=4, Q=10 and Q=20: 1.86e-14 5.53e-18
 relative error M=5, Q=10 and Q=20: 9.12e-16 4.06e-20
 relative error M=6, Q=10 and Q=20: 6.99e-17 2.28e-22
 M=4, Q=20, even powers of 1/(q+1): 5.97e-9
 M=4, Q=20, all powers of 1/(q+1/2): 1.57e-13
\end{verbatim}
